# Sequential Ni2Si and NiSi growth from a finite nickel film: a program that tests the result

```python
"""Sequential growth of Ni2Si and NiSi from a finite Ni film on Si.

Result under test: at exhaustion of metallic Ni, 2*n1 + n2 = N0.
If N0 <= k1/R2, NiSi is absent and x(Ni2Si) = h0*v1/(2*vNi).
For thicker films a closed two-layer solution gives both thicknesses.
n1, n2: formula units of Ni2Si and NiSi per nm^2; N0: Ni atoms per nm^2
v1, v2, vNi, vSi: volumes per formula unit or atom in nm^3
k1, k2: diffusion coefficients in the laws J1=k1/n1, J2=k2/(n2+k2/R2)
R2: largest Ni flux allowed by the NiSi interface reaction
The independent model moves single Ni atoms in a column of fixed Si sites.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

# Rough crystal volumes (two figures); silicon from its lattice parameter.
vNi, v1, v2 = 0.011, 0.033, 0.024
a_si = physical_constants["lattice parameter of silicon"][0] * 1e9
vSi = a_si**3 / 8

# Round model choices for film thickness and kinetics.
h0, h_thick = 30.0, 90.0       # nm
B1, B2 = 4.5, 1.0              # nm^2/s, B_i = v_i^2 k_i
R2 = 1.0                       # Ni atoms/(nm^2 s)
k1, k2 = B1 / v1**2, B2 / v2**2
s = k2 / R2
kappa = k1 / k2


def run_column(ni_total, reaction_limit, convert=False):
    """Advance Ni atoms one by one; each Si site holds 0, 1 or 2 Ni."""
    sites = np.zeros(ni_total + 10, dtype=np.int8)
    metal_left, time = ni_total, 0.0
    phase1 = phase2 = 0.0
    exhausted = None
    while True:
        count2 = int(np.count_nonzero(sites == 2))
        count1 = int(np.count_nonzero(sites == 1))
        if metal_left == 0 and exhausted is None:
            exhausted = (count2, count1, time)
            if not convert:
                return exhausted
        if metal_left == 0 and count2 == 0:
            return exhausted, (count2, count1, time)
        flux1 = k1 / max(count2, 1) if metal_left else 0.0
        resistance = max(count1, 1) / k2 + 1 / reaction_limit
        flux2 = 1 / resistance if count2 else 0.0
        wait1 = (1 - phase1) / flux1 if flux1 else np.inf
        wait2 = (1 - phase2) / flux2 if flux2 else np.inf
        dt = min(wait1, wait2)
        time += dt
        phase1 += flux1 * dt
        phase2 += flux2 * dt
        if wait1 <= wait2:
            # metal atom joins the first site not yet Ni2Si
            sites[count2] += 1
            metal_left -= 1
            phase1 = 0.0
        else:
            # last Ni2Si site gives one Ni to the first bare Si site
            sites[count2 - 1] -= 1
            sites[count2 + count1] += 1
            phase2 = 0.0


root = np.sqrt((1 + kappa)**2 + 4 * kappa)
lam_p = (-(1 + kappa) + root) / 2
lam_m = (-(1 + kappa) - root) / 2


def two_layers(u):
    """Closed solution after NiSi onset, as a function of reduced time u."""
    ep, em = np.exp(lam_p * u), np.exp(lam_m * u)
    m = s * (lam_p * em - lam_m * ep) / (lam_p - lam_m)
    dm = s * lam_p * lam_m * (em - ep) / (lam_p - lam_m)
    return (dm + kappa * m) / 2, m - s


def at_exhaustion(ni_total):
    """Return n1, n2, u when the metallic film is used up."""
    if ni_total <= k1 / R2:
        return ni_total / 2, 0.0, 0.0

    def excess(u):
        n1, n2 = two_layers(u)
        return 2 * n1 + n2 - ni_total
    u = brentq(excess, 0.0, 20.0)
    return (*two_layers(u), u)


# Derived results for the main film.
N0 = h0 / vNi
n1_end, n2_end, _ = at_exhaustion(N0)
x1_end, x2_end = v1 * n1_end, v2 * n2_end
t1 = N0**2 / (4 * k1)
t2 = N0**2 / (4 * k2) + N0 / (2 * R2)
n1c = k1 / (2 * R2)
hc = vNi * k1 / R2

# Series law against a direct solution for flux and interface drop.
n_test = 500.0
flux, drop = np.linalg.solve([[1, -R2], [n_test / k2, 1]], [0, 1])
assert abs(flux - k2 / (n_test + s)) < 1e-10

# Main film: sequence, thickness, and both durations.
grain = 12  # atoms/nm^2; allowance for whole-atom steps in the column
first, last = run_column(round(N0), R2, convert=True)
assert first[1] <= 5
assert abs(first[0] * v1 - h0 * v1 / (2 * vNi)) < 0.2
assert abs(first[2] / t1 - 1) < 0.01
assert abs((last[2] - first[2]) / t2 - 1) < 0.01
assert abs(last[1] - N0) < 2

# Threshold: just below it no layer, above it the predicted layer.
below = run_column(round(0.95 * k1 / R2), R2)
assert below[1] <= 5
N_above = round(1.3 * k1 / R2)
above = run_column(N_above, R2)
pred_above = at_exhaustion(N_above)
assert pred_above[1] > 3 * grain
assert abs(above[0] - pred_above[0]) < grain
assert abs(above[1] - pred_above[1]) < grain

# Thick film: closed solution against the column.
N_thick = h_thick / vNi
n1_t, n2_t, u_t = at_exhaustion(N_thick)
thick = run_column(round(N_thick), R2)
assert abs(thick[0] - n1_t) < grain
assert abs(thick[1] - n2_t) < grain

# No interface barrier: coexistence at the root of the quadratic.
rho = (-(kappa - 1) + np.sqrt((kappa - 1)**2 + 8 * kappa)) / (2 * kappa)
n1_d = N0 / (2 + rho)
n2_d = rho * n1_d
free = run_column(round(N0), np.inf)
assert abs(free[0] - n1_d) < grain
assert abs(free[1] - n2_d) < grain

print("INPUTS")
print(f"Ni film thickness h0 = {h0:.1f} nm")
print(f"rough volume per Ni atom = {vNi:.3f} nm^3")
print(f"rough volume per Ni2Si unit = {v1:.3f} nm^3")
print(f"rough volume per NiSi unit = {v2:.3f} nm^3")
print(f"volume per Si atom = {vSi:.5f} nm^3")
print(f"model B1 = v1^2 k1 = {B1:.2f} nm^2/s")
print(f"model B2 = v2^2 k2 = {B2:.2f} nm^2/s")
print(f"model R2 = {R2:.2f} atoms/(nm^2 s)")
print(f"k1 = {k1:.1f} nm^-4 s^-1")
print(f"k2 = {k2:.1f} nm^-4 s^-1")
print(f"kappa = k1/k2 = {kappa:.4f}")
print(f"s = k2/R2 = {s:.1f} nm^-2")
print("MAIN FILM AT NICKEL EXHAUSTION")
print(f"N0 = {N0:.1f} Ni atoms/nm^2")
print(f"n1 = {n1_end:.1f} Ni2Si units/nm^2")
print(f"Ni2Si thickness = {x1_end:.2f} nm = {10*x1_end:.1f} angstrom")
print(f"NiSi thickness = {x2_end:.2f} nm")
print(f"Si consumed = {vSi*(n1_end+n2_end):.2f} nm")
print(f"first-stage time t1 = {t1:.1f} s")
print(f"critical Ni2Si amount n1c = {n1c:.1f} nm^-2")
print(f"critical Ni2Si thickness = {v1*n1c:.2f} nm")
print(f"critical Ni film thickness hc = {hc:.2f} nm")
print(f"column model: Ni2Si = {v1*first[0]:.2f} nm")
print(f"column model: residual NiSi = {v2*first[1]:.3f} nm")
print(f"column model: first-stage time = {first[2]:.1f} s")
print("MAIN FILM AFTER SECOND STAGE")
print(f"final NiSi thickness = {v2*N0:.2f} nm")
print(f"total Si consumed = {vSi*N0:.2f} nm")
print(f"diffusion part of t2 = {N0**2/(4*k2):.1f} s")
print(f"interface part of t2 = {N0/(2*R2):.1f} s")
print(f"second-stage time t2 = {t2:.1f} s")
print(f"column model: second-stage time = {last[2]-first[2]:.1f} s")
print("MAIN FILM WITHOUT INTERFACE BARRIER, AT EXHAUSTION")
print(f"rho = n2/n1 = {rho:.4f}")
print(f"n1 = {n1_d:.1f} nm^-2, n2 = {n2_d:.1f} nm^-2")
print(f"Ni2Si = {v1*n1_d:.2f} nm, NiSi = {v2*n2_d:.2f} nm")
print(f"column: Ni2Si = {v1*free[0]:.2f} nm, NiSi = {v2*free[1]:.2f} nm")
print("THICK FILM WITH INTERFACE BARRIER, AT EXHAUSTION")
print(f"Ni film = {h_thick:.1f} nm, N0 = {N_thick:.1f} nm^-2")
print(f"lambda+ = {lam_p:.4f}, lambda- = {lam_m:.4f}, u = {u_t:.4f}")
print(f"n1 = {n1_t:.1f} nm^-2, n2 = {n2_t:.1f} nm^-2")
print(f"Ni2Si = {v1*n1_t:.2f} nm, NiSi = {v2*n2_t:.2f} nm")
print(f"column: Ni2Si = {v1*thick[0]:.2f} nm, NiSi = {v2*thick[1]:.2f} nm")
print(f"strict-sequence Ni2Si would be {h_thick*v1/(2*vNi):.2f} nm")
print(f"share of Ni atoms in NiSi = {100*n2_t/N_thick:.2f} percent")
print("all tests passed")
```

It prints:

```
INPUTS
Ni film thickness h0 = 30.0 nm
rough volume per Ni atom = 0.011 nm^3
rough volume per Ni2Si unit = 0.033 nm^3
rough volume per NiSi unit = 0.024 nm^3
volume per Si atom = 0.02002 nm^3
model B1 = v1^2 k1 = 4.50 nm^2/s
model B2 = v2^2 k2 = 1.00 nm^2/s
model R2 = 1.00 atoms/(nm^2 s)
k1 = 4132.2 nm^-4 s^-1
k2 = 1736.1 nm^-4 s^-1
kappa = k1/k2 = 2.3802
s = k2/R2 = 1736.1 nm^-2
MAIN FILM AT NICKEL EXHAUSTION
N0 = 2727.3 Ni atoms/nm^2
n1 = 1363.6 Ni2Si units/nm^2
Ni2Si thickness = 45.00 nm = 450.0 angstrom
NiSi thickness = 0.00 nm
Si consumed = 27.31 nm
first-stage time t1 = 450.0 s
critical Ni2Si amount n1c = 2066.1 nm^-2
critical Ni2Si thickness = 68.18 nm
critical Ni film thickness hc = 45.45 nm
column model: Ni2Si = 44.98 nm
column model: residual NiSi = 0.024 nm
column model: first-stage time = 449.5 s
MAIN FILM AFTER SECOND STAGE
final NiSi thickness = 65.45 nm
total Si consumed = 54.61 nm
diffusion part of t2 = 1071.1 s
interface part of t2 = 1363.6 s
second-stage time t2 = 2434.7 s
column model: second-stage time = 2432.9 s
MAIN FILM WITHOUT INTERFACE BARRIER, AT EXHAUSTION
rho = n2/n1 = 0.6715
n1 = 1020.9 nm^-2, n2 = 685.5 nm^-2
Ni2Si = 33.69 nm, NiSi = 16.45 nm
column: Ni2Si = 33.69 nm, NiSi = 16.44 nm
THICK FILM WITH INTERFACE BARRIER, AT EXHAUSTION
Ni film = 90.0 nm, N0 = 8181.8 nm^-2
lambda+ = 0.5983, lambda- = -3.9784, u = 0.8397
n1 = 3707.9 nm^-2, n2 = 766.1 nm^-2
Ni2Si = 122.36 nm, NiSi = 18.39 nm
column: Ni2Si = 122.36 nm, NiSi = 18.38 nm
strict-sequence Ni2Si would be 135.00 nm
share of Ni atoms in NiSi = 9.36 percent
all tests passed
```
